**Cabrera-Mott length from a formula and from a tilted energy landscape**

The program evaluates \(X_1=Zea'V/(kT)\), where \(Z\) is the ion charge number, \(a'\) the distance from site to barrier top, \(V\) the Mott potential and \(T\) the temperature. For \(Z=3\), \(a'=0.125\) nm, \(V=1\) V and \(T=300\) K it prints 14.506 nm, and it asserts that the value lies within 0.05 nm of 14.5 nm. Independently, it tilts a cosine energy landscape by the field and locates the minima and the maximum numerically. It asserts that the weak-field barrier change gives the same length to within 2 parts in 10,000 for zero-field barriers \(W\) of 1.0 and 1.5 eV; both give 14.505 nm. For four oxide thicknesses \(X\) it asserts that the reverse-to-forward rate ratio equals \(\exp(-2X_1/X)\), and that the barrier lowering falls short of its linear estimate \(L=Zea'V/X\) by \(2L^2/(\pi^2W)\) to within 1% of that shortfall. The output shows that at 2 nm the field raises the forward jump rate by a factor of 1412 in the linear estimate and 1175 in the landscape with \(W=1.5\) eV. It also shows the values that result from using the full jump length (29.01 nm) or a single charge (4.84 nm).

## Check in Python

```python
"""
Result under test: the field in a thin oxide speeds up ion jumps by exp(X1/X),
with the Cabrera-Mott length X1 = Z e a' V / (k T), about 14.5 nm for the data.
Symbols: Z ion charge number, a' distance from site to barrier top (half jump),
V Mott potential, X oxide thickness, T temperature, W zero-field barrier.
Units: eV, nm, V, K. An ion of charge Z e crossing 1 V gains Z eV.
The independent road is a cosine energy landscape tilted by the field, whose
extrema are located numerically.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as elementary_charge
from scipy.optimize import minimize_scalar

charge_number = 3
half_jump = 0.125
mott_potential = 1.0
temperature = 300.0
model_barrier = 1.5
full_jump = 2 * half_jump

kT = boltzmann * temperature / elementary_charge
energy_length = charge_number * half_jump * mott_potential
X1 = energy_length / kT


def tilted_barriers(thickness, barrier):
    """Forward and reverse barriers (eV) from numerically located extrema."""
    force = charge_number * mott_potential / thickness

    def energy(x):
        wave = 0.5 * barrier * (1 - np.cos(2 * np.pi * x / full_jump))
        return wave - force * x

    def lowest(function, left, right):
        found = minimize_scalar(function, bounds=(left, right),
                                method="bounded", options={"xatol": 1e-11})
        return found.fun

    quarter = full_jump / 4
    start = lowest(energy, -quarter, quarter)
    top = -lowest(lambda x: -energy(x), quarter, 3 * quarter)
    end = lowest(energy, 3 * quarter, 5 * quarter)
    return top - start, top - end


# The requested value
assert abs(X1 - 14.5) < 0.05

# X1 from the weak-field barrier change, for two zero-field barriers.
# The tolerance covers the second-order term left at this finite thickness.
weak_field_thickness = 1000.0
slope_lengths = {}
for barrier in (1.0, model_barrier):
    forward, _ = tilted_barriers(weak_field_thickness, barrier)
    slope_lengths[barrier] = (barrier - forward) * weak_field_thickness / kT
    assert abs(slope_lengths[barrier] / X1 - 1) < 2e-4

print(f"Charge number Z: {charge_number}")
print(f"Half-jump length a': {half_jump:.3f} nm")
print(f"Mott potential V: {mott_potential:.1f} V")
print(f"Temperature T: {temperature:.0f} K")
print(f"Thermal energy kT: {kT:.6f} eV")
print(f"Product Z e a' V: {energy_length:.3f} eV nm")
print(f"Cabrera-Mott length X1: {X1:.3f} nm")
for barrier, length in slope_lengths.items():
    print(f"X1 from tilted landscape, W = {barrier:.1f} eV: {length:.3f} nm")

print(f"Films below use model barrier W = {model_barrier:.1f} eV")
for thickness in (2.0, 5.0, 10.0, X1):
    forward, reverse = tilted_barriers(thickness, model_barrier)
    linear = energy_length / thickness
    actual = model_barrier - forward
    shortfall = linear - actual
    predicted_shortfall = 2 * linear**2 / (np.pi**2 * model_barrier)
    assert abs(shortfall / predicted_shortfall - 1) < 0.01
    reverse_ratio = np.exp(-(reverse - forward) / kT)
    assert abs(reverse_ratio / np.exp(-2 * X1 / thickness) - 1) < 1e-6
    print(f"Thickness X: {thickness:.3f} nm")
    print(f"  field V/X: {mott_potential / thickness:.4f} V/nm")
    print(f"  linear barrier lowering: {linear:.5f} eV")
    print(f"  lowering from landscape: {actual:.5f} eV")
    print(f"  exponent X1/X: {X1 / thickness:.3f} (no unit)")
    print(f"  rate factor exp(X1/X): {np.exp(X1 / thickness):.4g} (no unit)")
    print(f"  factor from landscape: {np.exp(actual / kT):.4g} (no unit)")
    print(f"  reverse/forward rate: {reverse_ratio:.3g} (no unit)")

wrong_jump = charge_number * full_jump * mott_potential / kT
wrong_charge = half_jump * mott_potential / kT
print(f"Slip, full jump used for a': {wrong_jump:.2f} nm")
print(f"Slip, single charge used: {wrong_charge:.2f} nm")
print("checks complete")
```

Output:

```
Charge number Z: 3
Half-jump length a': 0.125 nm
Mott potential V: 1.0 V
Temperature T: 300 K
Thermal energy kT: 0.025852 eV
Product Z e a' V: 0.375 eV nm
Cabrera-Mott length X1: 14.506 nm
X1 from tilted landscape, W = 1.0 eV: 14.505 nm
X1 from tilted landscape, W = 1.5 eV: 14.505 nm
Films below use model barrier W = 1.5 eV
Thickness X: 2.000 nm
  field V/X: 0.5000 V/nm
  linear barrier lowering: 0.18750 eV
  lowering from landscape: 0.18275 eV
  exponent X1/X: 7.253 (no unit)
  rate factor exp(X1/X): 1412 (no unit)
  factor from landscape: 1175 (no unit)
  reverse/forward rate: 5.02e-07 (no unit)
Thickness X: 5.000 nm
  field V/X: 0.2000 V/nm
  linear barrier lowering: 0.07500 eV
  lowering from landscape: 0.07424 eV
  exponent X1/X: 2.901 (no unit)
  rate factor exp(X1/X): 18.19 (no unit)
  factor from landscape: 17.67 (no unit)
  reverse/forward rate: 0.00302 (no unit)
Thickness X: 10.000 nm
  field V/X: 0.1000 V/nm
  linear barrier lowering: 0.03750 eV
  lowering from landscape: 0.03731 eV
  exponent X1/X: 1.451 (no unit)
  rate factor exp(X1/X): 4.266 (no unit)
  factor from landscape: 4.234 (no unit)
  reverse/forward rate: 0.055 (no unit)
Thickness X: 14.506 nm
  field V/X: 0.0689 V/nm
  linear barrier lowering: 0.02585 eV
  lowering from landscape: 0.02576 eV
  exponent X1/X: 1.000 (no unit)
  rate factor exp(X1/X): 2.718 (no unit)
  factor from landscape: 2.709 (no unit)
  reverse/forward rate: 0.135 (no unit)
Slip, full jump used for a': 29.01 nm
Slip, single charge used: 4.84 nm
checks complete
```
